\section*{Wavefunction singularity, energy and CI convergence in the helium s-limit, part 2}

The helium s-limit replaces $1/r_{12}$ by $1/r_>$, where $r_>=\max(r_1,r_2)$ and $r_<$ is the smaller radius. You asked whether the slow convergence of your CI can be derived, with its coefficient: doubling $N$ cuts your error only about 7 times. The exercise quotes $-2.879029$ hartree.

Algebra is in atomic units; numbers are in eV and \AA, with $E_h=27.211386$ eV and $a_0=0.529177$ \AA. For nuclear charge $Z$ and singlet spatial wavefunction $\psi$, $u=r_1r_2\psi$ obeys
\begin{equation}
\Big[-\tfrac12(\partial_1^2+\partial_2^2)-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_>}\Big]u=Eu,
\qquad \int_0^\infty\!\!\int_0^\infty u^2\,dr_1dr_2=1 .
\label{eq:H}
\end{equation}
$H$ is the operator in brackets. With $\sigma=(r_1+r_2)/2$ and $x=r_1-r_2$, $dr_1dr_2=d\sigma\,dx$ and the kinetic energy is $-\partial_x^2-\tfrac14\partial_\sigma^2$. The potential has a kink at $x=0$. The lowest singular term of $u$ there is $a_3(\sigma)|x|^3$, with
\begin{equation}
a_3(\sigma)=-\frac{u(\sigma,\sigma)}{12\,\sigma^2}.
\label{eq:a3}
\end{equation}
For a triplet the first jump is in the fourth derivative.

Your CI uses symmetrized products of $N$ orbitals $r^{k+1}e^{-\zeta r}$, $k<N$, with $\zeta=3.7795$ \AA$^{-1}$, giving $N(N+1)/2$ configurations. We set $\xi=2\zeta r$; $L_n^{(\alpha)}$ are Laguerre polynomials, $L_j=L_j^{(0)}$. A tail $e^{-\kappa r}$ has expansion coefficients $\propto\eta^j$, $\eta=(\kappa-\zeta)/(\kappa+\zeta)$. Pair densities are expanded in $\ell_j(z)=e^{-z/2}L_j(z)$, $z=4\zeta r$; the generating function, with $\eta$ now a formal variable, is $G=\sum_jL_j(z)\eta^j$.

The reference is a separate calculation in $s=r_>$, $t=r_</r_>$, with radial exponent $\beta$ and $40\times20$ functions. For helium it gives $E=-78.34236380$ eV $=-2.8790287673$ hartree. In the final table, $c_k$ are its Taylor coefficients in $x$ at $x=0^+$ and fixed $\sigma$ (``sig''); the formula for $c_3/c_0$ is $-1/(12a_0\sigma^2)$. Finally, $\rho=(r_1^2+r_2^2)^{1/2}$.

\subsection*{The convergence law}

For a trial function $\tilde u=u+\delta$, the relation $(H-E)u=0$ removes every term containing $u$ from $\langle\tilde u|H-E|\tilde u\rangle$, so
\begin{equation}
E[\tilde u]-E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\tilde u|\tilde u\rangle}.
\end{equation}
CI picks the $\tilde u$ in the span that makes this smallest. For large $N$ the norm tends to 1, and $\delta$ consists of wavelengths too short for the basis. Their kinetic energy grows without bound while $V-E$ stays of order one away from the nucleus, so at leading order only the kinetic energy of $\delta$ counts. What follows is a local-wavenumber argument for the leading term. It is not a rigorous bound, and its justification here is the numerical test.

The first ingredient is the short-wavelength content of $|x|^3$. Let $f=|x|^3\chi(x)$, with $\chi$ smooth, decaying, and $\chi(0)=1$. Its third derivative jumps by 12 at the origin, so $f''''=12\delta(x)+$ an integrable function. Each derivative multiplies the transform $\hat f(q)=\int fe^{-iqx}dx$ by $iq$, and the transform of an integrable function tends to zero, so
\begin{equation}
\hat f(q)\to\frac{12}{q^4}\qquad(|q|\to\infty).
\end{equation}
For $\chi=e^{-x^2}$ the next singular term is $-|x|^5$. The sixth derivative of $|x|^5$ contains $2\cdot5!\,\delta=240\,\delta$ and $(iq)^6=-q^6$, so $-|x|^5$ contributes $+240/q^6$, and $q^4\hat f\approx12(1+20/q^2)$. At $q=100$ this is $12.024$, and direct quadrature gives $12.0241$.

The second ingredient is the relation between wavenumbers. From $k_1r_1+k_2r_2=P\sigma+qx$ one reads $k_1=q+P/2$ and $k_2=-q+P/2$, with kinetic energy $q^2+P^2/4$. The singular part $a_3(\sigma)|x|^3$ varies along the diagonal on the scale of the atom, so $P$ is of order one while $q$ is large. Suppose the orbitals resolve wavenumbers up to $K(r)$ at radius $r$. The product basis then covers $|k_1|<K(r_1)$, $|k_2|<K(r_2)$, and near the diagonal, neglecting $P$ against $K$, it misses $|q|>K(\sigma)$. Parseval's theorem in $x$ at each $\sigma$ gives
\begin{align}
\delta E&\simeq\int_0^\infty d\sigma\,a_3^2\;2\int_K^\infty\frac{dq}{2\pi}\,q^2\Big(\frac{12}{q^4}\Big)^2
=\int_0^\infty d\sigma\,a_3^2\,\frac{144}{5\pi K^5}\nonumber\\
&=\frac1{5\pi}\int_0^\infty\frac{u(\sigma,\sigma)^2}{\sigma^4K(\sigma)^5}\,d\sigma .
\label{eq:K5}
\end{align}
The factor 2 counts both signs of $q$, and the 144 cancels against $a_3^2=u^2/144\sigma^4$. The same steps for a jump in the $n$th derivative give a transform $\propto q^{-(n+1)}$ and an error $\propto K^{-(2n-1)}$. That is $K^{-5}$ here and $K^{-7}$ for the triplet, a case the program does not test.

The third ingredient is $K(r)$ for your orbitals. Their span, $re^{-\zeta r}$ times polynomials of degree below $N$, is also spanned by the Coulomb Sturmians $\phi_n=re^{-\zeta r}f$, $f=L_{n-1}^{(1)}(\xi)$, $n=1,\dots,N$. Differentiating twice gives $\phi''=e^{-\zeta r}[rf_{rr}+2(1-\zeta r)f_r+(\zeta^2r-2\zeta)f]$. In terms of $\xi$, $rf_{rr}+2(1-\zeta r)f_r=2\zeta[\xi f''+(2-\xi)f']=-2\zeta(n-1)f$ by Laguerre's equation. Therefore
\begin{equation}
-\phi_n''+\zeta^2\phi_n=\frac{2\zeta n}r\phi_n,\qquad k_n(r)^2=\frac{2\zeta n}r-\zeta^2 ,
\end{equation}
where $k_n$ is the local wavenumber, real up to the turning point $r=2n/\zeta$. The substitution $r=(2n/\zeta)\sin^2\vartheta$ gives $k_n=\zeta\cot\vartheta$ and $dr=(4n/\zeta)\sin\vartheta\cos\vartheta\,d\vartheta$, so the curve $k=\pm k_n(r)$ encloses the phase-space area $2\int_0^{\pi/2}4n\cos^2\vartheta\,d\vartheta=2\pi n$. Each added function covers one further cell of area $2\pi$. I place the cutoff midway between the last function present and the first one absent, at $\nu=N+\tfrac12$. A different offset changes the result only at relative order $1/\nu$, as does dropping $\zeta^2$, whose relative size is $\zeta r/2\nu$. With $K^2\simeq2\zeta\nu/r$, the integrand of Eq.~(\ref{eq:K5}) carries $\sigma^{-4}\sigma^{5/2}=\sigma^{-3/2}$, and
\begin{equation}
E_N-E\simeq C_0\,\nu^{-5/2},\qquad C_0=\frac{E_h}{5\pi}\,\frac J{(2\zeta)^{5/2}},\qquad
J=\int_0^\infty u(r,r)^2r^{-3/2}dr .
\label{eq:law}
\end{equation}
The ratio $J/(2\zeta)^{5/2}$ is dimensionless, since $u^2$ has dimension length$^{-2}$. The integral converges at the origin, where $u^2\propto r^4$, so the small region $r\lesssim1/\zeta\nu$, in which $Kr\lesssim1$ and the local picture fails, contributes negligibly. Differentiating with respect to $\nu$ gives the gain per added orbital, $E_N-E_{N+1}\simeq\tfrac52C_0\nu^{-7/2}$.

The exponent $5/2$ is a product of two factors. The power $K^{-5}$ comes from the third-derivative jump. The square root comes from the basis, because at fixed $\zeta$ added Laguerre functions spread to $r\sim2N/\zeta$, far outside the atom, and the resolution inside grows only as $N^{1/2}$. Orbitals with $K\propto N$ over the atom would give $N^{-5}$ by Eq.~(\ref{eq:K5}), provided they handle the nucleus correctly. Sine waves in a box do not. Near the nucleus $u\propto r-Zr^2$, its odd continuation $r-Zr|r|$ jumps in the second derivative, and the rule above gives $K^{-3}$, which would hide the effect you are asked about. Raising $\zeta$ lowers $C_0$ as $\zeta^{-5/2}$, but Eq.~(\ref{eq:law}) holds only once the geometric error is negligible, and the ratio $|\eta|=(\zeta-\kappa)/(\zeta+\kappa)$ for the outer tail $e^{-\kappa r}$ tends to 1 as $\zeta$ grows.

The corrections are large, and their order can be seen. The cutoff acts on $k_1$ and $k_2$ separately, so a component is lost as soon as $|q|>K-|P|/2$. This replaces $K^{-5}$ by $K^{-5}(1+5|P|/2K+\dots)$, a positive correction of relative order $\nu^{-1/2}$. The optimal $\tilde u$ also differs from a sharply truncated $u$ near the cutoff, an effect not estimated here, so the size of the correction is left to a fit. The form used is
\begin{equation}
(E_N-E)\,\nu^{5/2}=C_0+C_1\nu^{-1/2}+C_2\nu^{-1}+C_3\nu^{-3/2}+\dots,
\label{eq:series}
\end{equation}
in which only $C_0$ is predicted.

\subsection*{Numbers for helium}

The $(s,t)$ wavefunction gives $J=6.18340$ \AA$^{-5/2}$. For your exponent, $2\zeta=7.559$ \AA$^{-1}$ and $(2\zeta)^{5/2}=7.559^2\times7.559^{1/2}=57.14\times2.7494=157.1$ \AA$^{-5/2}$, so
\begin{equation}
\frac J{(2\zeta)^{5/2}}=0.039362,\qquad C_0=\frac{27.211386\times0.039362}{15.70796}\ \text{eV}=0.06819\ \text{eV}.
\end{equation}
At $N=128$, $\nu^{5/2}=128.5^{5/2}=1.8718\times10^5$, and the leading law gives $0.06819/1.8718\times10^5=3.643\times10^{-7}$ eV. The CI errors below are relative to the $(s,t)$ reference energy.
\begin{center}
\begin{tabular}{cccc}
$N$ & error (eV) & leading law (eV) & error$\,\times\nu^{5/2}$ (eV)\\
24 & $4.007\times10^{-5}$ & $2.295\times10^{-5}$ & 0.11906\\
32 & $1.808\times10^{-5}$ & $1.132\times10^{-5}$ & 0.10890\\
40 & $9.844\times10^{-6}$ & $6.532\times10^{-6}$ & 0.10276\\
56 & $3.982\times10^{-6}$ & $2.842\times10^{-6}$ & 0.09554\\
72 & $2.041\times10^{-6}$ & $1.524\times10^{-6}$ & 0.09134\\
90 & $1.133\times10^{-6}$ & $8.752\times10^{-7}$ & 0.08825\\
108 & $7.020\times10^{-7}$ & $5.561\times10^{-7}$ & 0.08608\\
128 & $4.504\times10^{-7}$ & $3.643\times10^{-7}$ & 0.08431
\end{tabular}
\end{center}
All errors are positive and decrease with $N$, as the variational principle requires for nested bases, and the program asserts both. The leading law alone is not accurate at these sizes. The true error exceeds it by $75\%$ at $N=24$ ($4.007/2.295=1.75$) and by $24\%$ at $N=128$ ($4.504/3.643=1.24$). A least-squares cubic in $\nu^{-1/2}$ through the last column gives $C_0=0.06710$ eV, which is $1.6\%$ below the formula value, and $C_1=0.1801$ eV. At $N=128$, $\nu^{-1/2}=0.0882$, so the first two terms sum to $0.0671+0.0159=0.0830$ eV, against $0.0843$ eV in the table.

The drift of the last column is what raises the apparent exponent above $5/2$. Between $N=72$ and 128,
\begin{equation}
p=\frac52+\frac{\ln(0.09134/0.08431)}{\ln(128.5/72.5)}=2.5+\frac{0.0801}{0.5723}=2.640 .
\end{equation}
Your factor of 7 has the same origin. From $N=16$ to 32 the error falls from $1.264\times10^{-4}$ to $1.808\times10^{-5}$ eV, a ratio of $6.99$. The pure law would give $(32.5/16.5)^{5/2}=5.4$, and the observed ratio corresponds to a local exponent $\ln6.99/\ln(32.5/16.5)=2.87$. A log-log plot at small $N$ therefore overstates the exponent.

For an accuracy of $10^{-6}$ eV the leading law asks for $\nu=(0.06819/10^{-6})^{2/5}=85.8$, and the fitted series asks for $N=95$, consistent with the table entries at 90 and 108. Reproducing the six decimals of the exercise needs $E_N<-2.8790285$ hartree, which leaves a margin of $2.67\times10^{-7}$ hartree, or $7.3\times10^{-6}$ eV. With your exponent, 40 orbitals miss this and 56 meet it.

Once the form (\ref{eq:series}) is known, CI yields the limit without the other basis. Fitting the eight energies with $E$ and $C_0,\dots,C_3$ all free gives $-78.3423638$ eV $=-2.879028767$ hartree, which differs from the $(s,t)$ value by $5.0\times10^{-10}$ eV, against $4.5\times10^{-7}$ eV for the raw $N=128$ energy. This difference is no larger than the tolerance to which the reference itself was tested ($2\times10^{-11}$ hartree, about $5\times10^{-10}$ eV), so it should be read as agreement at that level; the program asserts agreement within $10^{-9}$ hartree. The two calculations share no integrals.

The prefactor was tested in two further cases, the second being the helium-like ion N$^{5+}$ ($Z=7$), whose s-limit is $-1217.740720$ eV $=-44.75114606$ hartree and for which $J=225.88928$ \AA$^{-5/2}$.
\begin{center}
\begin{tabular}{lcccc}
 & $\zeta$ (\AA$^{-1}$) & $C_0$ formula (eV) & $C_0$ fit (eV) & $p$\\
He & 3.7795 & 0.06819 & 0.06710 & 2.640\\
He & 5.6692 & 0.02474 & 0.02453 & 2.617\\
N$^{5+}$ & 13.2281 & 0.10869 & 0.10572 & 2.656
\end{tabular}
\end{center}
The program asserts agreement of the two $C_0$ columns within $5\%$. The fits lie $1.6\%$, $0.8\%$ and $2.7\%$ below the formula, all on the same side. I conjecture that this is the omitted $\nu^{-2}$ term. A cubic passed through $C_4h^4$ at four points $h_i$ takes the value $-C_4h_1h_2h_3h_4$ at $h=0$, so a positive $C_4$ lowers the fitted intercept. If the corrections depend on $\zeta$ only through $K\propto(\zeta\nu)^{1/2}$, then $C_1/C_0\propto\zeta^{-1/2}$. The fitted ratio $0.1801/0.06710=2.68$ would become $2.68\times(2/3)^{1/2}=2.19$ at the larger exponent, and the fit there gives $0.0502/0.02453=2.05$. The fitted $C_1$ also absorbs part of the omitted higher terms and is much less certain than $C_0$. For He at $\zeta=3.7795$ \AA$^{-1}$, a fit over $N=20,24,\dots,64$ that includes the $\nu^{-2}$ term (not part of the printed program) gives $C_4\approx+3.8$ eV, a $C_0$ about $0.5\%$ above the formula, and $C_1\approx0.14$ eV instead of $0.18$ eV. That shift of about a quarter is larger than the gap between 2.19 and 2.05, so this comparison is only rough, and it is not among the asserted tests. For large $Z$, lengths scale as $1/Z$, so $J\propto Z^{5/2}$, and with $\zeta=Z/a_0$ the coefficient $C_0$ tends to a constant while $E$ grows as $Z^2$. The constant follows from the hydrogenic product $u=4Z^3r_1r_2e^{-Z(r_1+r_2)}$, for which $J=16Z^6\,\Gamma(\tfrac72)/(4Z)^{7/2}=0.4154\,Z^{5/2}$ in atomic units, $J/(2Z)^{5/2}=0.0734$ and $C_0\to0.127$ eV. The two $\zeta=Z/a_0$ rows, $0.068$ eV at $Z=2$ and $0.109$ eV at $Z=7$, are still below this limit; between them $C_0$ grows by a factor of 1.6 while $|E|$ grows by a factor of 15.5.

\subsection*{Removing the kink}

The fit shows that the $|x|^3$ term accounts for the observed rate. A control shows that the rate changes when the kink is taken away. Replace $1/r_>$ by $2/(r_1+r_2)=1/\sigma$, which has the same value on the diagonal and no dependence on $x$. Its integrals are exact. Write $1/(z_1+z_2)=\int_0^\infty e^{-\tau(z_1+z_2)}d\tau$ and let $y=\tau+\tfrac12$. The Laplace transform of the generating function is
\begin{equation}
\int_0^\infty Ge^{-yz}dz=\frac1{(1-\eta)y+\eta}=\frac1{y-\eta(y-1)}=\sum_j\eta^j\frac{(y-1)^j}{y^{j+1}},
\end{equation}
so $\int\ell_je^{-\tau z}dz=w^j/y$ with $w=1-1/y$. Since $dw=dy/y^2$, and $w$ runs from $-1$ at $\tau=0$ to $1$ at $\tau\to\infty$,
\begin{equation}
\iint\frac{\ell_j(z_1)\ell_k(z_2)}{z_1+z_2}dz_1dz_2=\int_{-1}^1w^{j+k}dw ,
\end{equation}
which is $2/(j+k+1)$ for even $j+k$ and zero otherwise.

With $Z=2$ and the same orbitals, the energy at $N=128$ is $-70.377782$ eV. It lies above the s-limit because $\sigma\le r_>$ makes $1/\sigma$ the stronger repulsion everywhere. The control is therefore a different Hamiltonian, about 8 eV away, and only its rate of convergence is being compared. Its errors are measured against its own $N=128$ energy.
\begin{center}
\begin{tabular}{cccc}
$N$ & configurations & $1/r_>$ (eV) & $2/(r_1+r_2)$ (eV)\\
8 & 36 & $9.958\times10^{-4}$ & $8.309\times10^{-5}$\\
16 & 136 & $1.264\times10^{-4}$ & $1.909\times10^{-6}$\\
32 & 528 & $1.808\times10^{-5}$ & $3.774\times10^{-8}$
\end{tabular}
\end{center}
From $N=16$ to 32 the error falls by $50.6$ without the kink and by $6.99$ with it, and at $N=32$ the kink-free error is about 480 times smaller. The program asserts that the smooth error at $N=16$ is below $1/30$ of the kinked one, that it falls by more than 12 on doubling $N$, and that the kinked one falls by less than 9.

The control does not show geometric convergence either, since the ratios $43.5$ and $50.6$ for successive doublings are nearly constant and correspond to a local exponent $\ln50.6/\ln(32.5/16.5)=5.8$. The interaction $1/\sigma$ is still singular at the single point $r_1=r_2=0$. My conjecture is that the basis fails to resolve a region of radius $\rho\sim1/\zeta\nu$ around that point, where $\psi$ has a non-polynomial term of degree one with a gradient of order one, and that the six-dimensional volume $\rho^6$ gives an error $\propto\nu^{-6}$, or a ratio of $(32.5/16.5)^6=58$ for the last doubling.

\section*{Table of computed values}
\begin{verbatim}
hartree = 27.211386 eV, bohr = 0.529177 A
q^4 * FT[|x|^3 exp(-x^2)] at q = 100: 12.0241 (dimensionless)
He s-limit E = -78.34236380 eV = -2.8790287673 hartree; virial <T>/(-E) = 1.0000000000
(s,t) basis: beta = 4.5353 1/A, reference size 40 x 20
  4 x 3 = 12 functions: error 1.847e+00 eV
  6 x 4 = 24 functions: error 2.835e-01 eV
  10 x 6 = 60 functions: error 3.675e-03 eV
  16 x 10 = 160 functions: error 1.765e-07 eV
sig = 0.25 A: |u| = 1.48715 1/A, c1/c0 = 1.3e-12 1/A, c3/c0 = -2.51963, formula -2.51963 1/A^3
sig = 0.50 A: |u| = 1.23127 1/A, c1/c0 = 1.5e-11 1/A, c3/c0 = -0.62991, formula -0.62991 1/A^3
sig = 1.00 A: |u| = 0.21092 1/A, c1/c0 = 1.6e-11 1/A, c3/c0 = -0.15748, formula -0.15748 1/A^3
N5+ s-limit E = -1217.740720 eV = -44.75114606 hartree
He, zeta = 3.7795 1/A: J = 6.18340 A^(-5/2), J/(2 zeta)^(5/2) = 0.039362
  C0 formula 0.06819 eV, fitted 0.06710 eV, next term C1 = 0.1801 eV
  exponent N = 72..128: 2.640; CI-only extrapolation minus reference 5.0e-10 eV
  N = 24: error 4.0072e-05 eV, leading law 2.2951e-05 eV, error*nu^2.5 0.11906 eV
  N = 32: error 1.8085e-05 eV, leading law 1.1324e-05 eV, error*nu^2.5 0.10890 eV
  N = 40: error 9.8441e-06 eV, leading law 6.5324e-06 eV, error*nu^2.5 0.10276 eV
  N = 56: error 3.9817e-06 eV, leading law 2.8418e-06 eV, error*nu^2.5 0.09554 eV
  N = 72: error 2.0409e-06 eV, leading law 1.5236e-06 eV, error*nu^2.5 0.09134 eV
  N = 90: error 1.1326e-06 eV, leading law 8.7516e-07 eV, error*nu^2.5 0.08825 eV
  N = 108: error 7.0201e-07 eV, leading law 5.5608e-07 eV, error*nu^2.5 0.08608 eV
  N = 128: error 4.5042e-07 eV, leading law 3.6429e-07 eV, error*nu^2.5 0.08431 eV
  1e-6 eV accuracy: leading law nu = 85.8, fitted series N = 95
  CI-only extrapolated E = -78.3423638 eV = -2.879028767 hartree
He, zeta = 5.6692 1/A: J = 6.18340 A^(-5/2), J/(2 zeta)^(5/2) = 0.014284
  C0 formula 0.02474 eV, fitted 0.02453 eV, next term C1 = 0.0502 eV
  exponent N = 72..128: 2.617; CI-only extrapolation minus reference 9.9e-11 eV
N5+, zeta = 13.2281 1/A: J = 225.88928 A^(-5/2), J/(2 zeta)^(5/2) = 0.062745
  C0 formula 0.10869 eV, fitted 0.10572 eV, next term C1 = 0.3394 eV
  exponent N = 72..128: 2.656; CI-only extrapolation minus reference 1.4e-09 eV
control 2/(r1+r2), Z = 2, same orbitals: E(N = 128) = -70.377782 eV
  N = 8 (36 configurations): kink 9.958e-04 eV, smooth 8.309e-05 eV
  N = 16 (136 configurations): kink 1.264e-04 eV, smooth 1.909e-06 eV
  N = 32 (528 configurations): kink 1.808e-05 eV, smooth 3.774e-08 eV
  error ratio N = 16 to 32: kink 6.99, smooth 50.6
\end{verbatim}
